# Geometry errors at a migration saddle: energy versus vibrational prefactor

## The situation

An atom migrating through a solid may have to squeeze through a narrow window between host atoms. A saddle search stops at a finite force, or takes its geometry from a cheaper potential energy surface. The geometry is therefore slightly wrong. Two quantities are then computed there: the energy, which enters the migration rate through an exponential, and the vibrational frequencies, which set the prefactor. They respond to the geometry error in different orders.

Let $V(\mathbf r)$ be a smooth potential energy surface for $N$ coordinates $r_a$ with constant masses $M_a$. The host frame is fixed, so there are no free translations or rotations. At the saddle $\mathbf s$ define

$$H_{ab}=\partial_a\partial_bV,\qquad T_{abk}=\partial_a\partial_b\partial_kV,\qquad D_{ab}=\frac{H_{ab}}{\sqrt{M_aM_b}} .$$

The eigenvalues of $D$ are $\lambda_i$, with orthonormal eigenvectors $\mathbf e_i$. The saddle is nondegenerate and of first order: $\lambda_1<0$ and $\lambda_i>0$ for $i\ge2$. The approximate saddle is $\mathbf s+\boldsymbol\delta$.

## Where the prefactor comes from

Use mass-weighted coordinates $Q_a=\sqrt{M_a}\,r_a$, in which the kinetic energy is $\frac12|\dot{\mathbf Q}|^2$. Place a dividing plane through the saddle, normal to $\mathbf e_1$. Assume classical motion, thermal equilibrium in the starting well, and no recrossing of the plane. The rate $\Gamma$ is then the one-way flux through the plane divided by the population of the well.

The velocity $v$ normal to the plane has a Gaussian distribution, so its contribution is

$$\int_0^\infty\!dv\,\frac{v\,e^{-v^2/2k_BT}}{\sqrt{2\pi k_BT}}=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}} .$$

Hence

$$\Gamma=\sqrt{\frac{k_BT}{2\pi}}\;\frac{\int_{\rm plane}e^{-V/k_BT}\,d^{N-1}Q}{\int_{\rm well}e^{-V/k_BT}\,d^NQ}.$$

Take the saddle to be the lowest point of the plane, and the minimum to be the lowest point of the well. At low temperature the two integrals then come from the neighbourhoods of these points, where $V$ is nearly quadratic. Each direction with curvature $\lambda$ contributes $\sqrt{2\pi k_BT/\lambda}$. There are $N-1$ such factors above and $N$ below, so one factor $(2\pi k_BT)^{-1/2}$ survives and combines with the velocity factor to give $1/2\pi$. With $\omega_i=\sqrt{\lambda_i}$,

$$\Gamma=\nu\,e^{-\Delta E/k_BT},\qquad \nu=\frac1{2\pi}\frac{\prod_{i=1}^N\omega_i^{\rm well}}{\prod_{i=2}^N\omega_i^{\rm saddle}} .$$

This is the Vineyard prefactor. The unstable mode is absent from the denominator because the plane excludes it.

## The energy error

Taylor expansion about the saddle gives

$$V(\mathbf s+\boldsymbol\delta)=V(\mathbf s)+\nabla V(\mathbf s)\cdot\boldsymbol\delta+\tfrac12\boldsymbol\delta^TH\boldsymbol\delta+\tfrac16\sum_{abk}T_{abk}\delta_a\delta_b\delta_k+\dots$$

The linear term vanishes because $\mathbf s$ is stationary:

$$\delta E=\tfrac12\,\boldsymbol\delta^TH\boldsymbol\delta+O(\delta^3).\tag{1}$$

At a minimum the leading error would be positive. Here $H$ has one negative direction, so the error can have either sign. A displacement along the unstable mode gives too low an energy, and one along a stable mode gives too high an energy. For mixed displacements the quadratic term can even cancel, and the error then starts at third order or higher.

## The prefactor error

The saddle enters $\ln\nu$ through $L=-\frac12\sum_{i\ge2}\ln\lambda_i$. Suppose the frequencies are taken from the full Hessian at $\mathbf s+\boldsymbol\delta$, leaving out its one negative eigenvalue. To find the change of $L$, write

$$\sum_{i\ge2}\ln\lambda_i=\ln|\det D|-\ln|\lambda_1| .$$

For a small change $dD$, $\det(D+dD)=\det D\,\det(1+D^{-1}dD)$, and the last determinant is $1+\mathrm{tr}(D^{-1}dD)$ to first order. Thus

$$d\ln|\det D|=\mathrm{tr}(D^{-1}dD)=\sum_{i=1}^N\frac{\mathbf e_i^TdD\,\mathbf e_i}{\lambda_i}.$$

The negative eigenvalue is nondegenerate, so first-order perturbation theory gives $d\lambda_1=\mathbf e_1^TdD\,\mathbf e_1$. Subtracting $d\ln|\lambda_1|=d\lambda_1/\lambda_1$ removes the term $i=1$. Degeneracy among the stable modes causes no difficulty, since their individual shifts were never needed.

The Hessian changes by $dH_{ab}=\sum_kT_{abk}\delta_k$. Dividing by $\sqrt{M_aM_b}$ and collecting factors,

$$\delta\ln\nu=\mathbf g\cdot\boldsymbol\delta+O(\delta^2),\qquad g_k=-\frac12\sum_{ab}W_{ab}T_{abk},\tag{2}$$

$$W_{ab}=\sum_{i\ge2}\frac{e_{ia}e_{ib}}{\lambda_i\sqrt{M_aM_b}} .$$

Stationarity fixes the first derivatives of $V$ and says nothing about the third. Adding a cubic term centred on $\mathbf s$ changes $T$, and can thereby change $\mathbf g$, while leaving the gradient and Hessian at $\mathbf s$ untouched. The prefactor error is therefore of first order in general. Stationarity alone does not remove the linear term, though it vanishes when $\boldsymbol\delta$ happens to be perpendicular to $\mathbf g$, or when symmetry requires it.

An error at the well also matters. There all modes count, and they stand in the numerator, so the same argument gives $g_k^{\rm well}=+\frac12\sum_{ab}(H^{-1})_{ab}T_{abk}$, with derivatives taken at the minimum.

If a stable eigenvalue approaches zero, $W$ contains a large factor $1/\lambda_i$. The range of $\delta$ in which (2) is useful can then shrink, and the harmonic prefactor itself becomes doubtful.

## When symmetry removes the linear term

Let $R$ be a symmetry operation that leaves $\mathbf s$, $V$ and the masses unchanged. The Hessians at $\mathbf s+\boldsymbol\delta$ and $\mathbf s+R\boldsymbol\delta$ have the same mass-weighted eigenvalues. Therefore $\mathbf g\cdot R\boldsymbol\delta=\mathbf g\cdot\boldsymbol\delta$ for every $\boldsymbol\delta$. If $R$ reverses a displacement, $\mathbf g\cdot\boldsymbol\delta=-\mathbf g\cdot\boldsymbol\delta=0$.

In a mirror-symmetric hop, an error along the path is reversed by the mirror and has no first-order effect on the prefactor. Opening the window is unchanged by the mirror, so its linear term is allowed.

## A model window

Let $x$ be the atom's position along the path, $y$ its sideways position, and $q$ the opening of the window:

$$V=\tfrac12Cx^2+\tfrac12C_yy^2+\tfrac12Kq^2+Fx+A\,e^{-q/\rho-x^2/w^2}\Big(1+\frac{y^2}{b^2}\Big).$$

The last term is the repulsion by the window, which falls as the window opens. The force parameter $F$ breaks the mirror symmetry. The round model values are $C=C_y=1$ and $K=10$ eV/Å$^2$, $A=2$ eV, $F=0.2$ eV/Å, $\rho=0.5$ Å, $w=0.8$ Å and $b=0.6$ Å. The masses are 16 u for $x$ and $y$, and 30 u for $q$.

The saddle lies at $(x,y,q)=(0.071,0,0.244)$ Å and the starting well at $(-1.110,0,0.053)$ Å. Steepest descent from the saddle reaches this well on one side. The barrier is 0.862 eV, or $1.381\times10^{-19}$ J. The frequencies $\omega/2\pi$ give

$$\nu=\frac{6.127\times6.507\times9.933}{10.895\times11.018}\ \text{THz}=3.30\ \text{THz}.$$

Direct integration of the flux expression gives 0.9985 of the harmonic rate at $k_BT=4$ meV and 0.9992 at 2 meV. Linear extrapolation to zero temperature gives 1.0000, which supports the Gaussian step as a low-temperature limit. At the temperatures used below the same ratio is 0.990 at 300 K and 0.970 at 1000 K, so the harmonic rate itself carries an error of 1% and 3% there.

The origin of $g_q$ can be seen by hand. Put $P=A e^{-q/\rho-x^2/w^2}$. At $y=0$,

$$H_{yy}=C_y+\frac{2P}{b^2},\qquad H_{qq}=K+\frac P{\rho^2}.$$

Each derivative with respect to $q$ multiplies $P$ by $-1/\rho$, so

$$T_{yyq}=-\frac{H_{yy}-C_y}{\rho},\qquad T_{qqq}=-\frac{H_{qq}-K}{\rho}.$$

If the small mixing of $x$ and $q$ is neglected, $W_{yy}=1/H_{yy}$ and $W_{qq}=1/H_{qq}$. The masses cancel, and (2) becomes

$$g_q\simeq\frac1{2\rho}\left[\frac{H_{yy}-C_y}{H_{yy}}+\frac{H_{qq}-K}{H_{qq}}\right].$$

With $H_{yy}=7.770$ and $H_{qq}=14.875$ eV/Å$^2$, the bracket is $0.871+0.328$, so $g_q\simeq1.199$ Å$^{-1}$. The full result is 1.201 Å$^{-1}$. A wider window softens both stable modes and raises the prefactor; the sideways mode supplies the larger part.

The other components are $g_x=0.108$ Å$^{-1}$ and $g_y=0$, the latter by the symmetry $y\to-y$. Setting $F=0$ restores the mirror and makes $g_x$ vanish, while $g_q$ stays at 1.201 Å$^{-1}$. The prefactor error for a path displacement then scales with observed order 2.000.

## Reading the orders from displaced windows

Displacing only the window by $h$ from the saddle gives:

| $h$ (Å) | $\delta E$ (meV) | $\delta\ln\nu$ |
|---|---|---|
| 0.08 | 46.80 | 0.0939 |
| 0.04 | 11.80 | 0.0475 |
| 0.02 | 2.96 | 0.0239 |
| 0.01 | 0.74 | 0.0120 |

Halving $h$ divides the energy error by about four and the prefactor error by about two. At $h=0.01$ Å, equation (1) predicts $\frac12(14.875)(0.01)^2$ eV $=0.744$ meV, and (2) predicts $1.201\times0.01=0.0120$.

A small energy error is therefore a weak certificate for the prefactor. If $\varepsilon=\frac12H_{qq}h^2$, then

$$|\delta\ln\nu|\simeq|g_q|\sqrt{\frac{2\varepsilon}{H_{qq}}} .$$

For $\varepsilon=1$ meV this gives $h=0.0116$ Å and a prefactor error of 1.4%. Reducing the energy error a hundredfold reduces the prefactor error tenfold. The same 1 meV changes the rate by 3.9% at 300 K and 1.2% at 1000 K, so the prefactor error need not be the larger one; the next section compares the two. The residual force at this displacement is 0.17 eV/Å, well above the thresholds at which saddle searches usually stop. Force is the more direct control: to first order $\boldsymbol\delta=H^{-1}\nabla V$, so the prefactor error is linear in the residual gradient and at most $|H^{-1}\mathbf g|\,|\nabla V|$. In this model that bound is 0.4% at a force of 0.05 eV/Å and 0.08% at 0.01 eV/Å.

## Order is not size

For an error at the saddle alone, the rate changes by

$$\delta\ln\Gamma\simeq\mathbf g\cdot\boldsymbol\delta-\frac{\boldsymbol\delta^TH\boldsymbol\delta}{2k_BT}.\tag{3}$$

The second-order part of $\ln\nu$ has been dropped. It is not of higher order than the energy term, but it lacks the factor $1/k_BT$. For the window at $h=0.08$ Å it is about $0.0939-0.0961=-0.002$, while the energy term at 1000 K, where $k_BT=86.2$ meV, is $-46.80/86.2=-0.54$.

Let $\boldsymbol\delta=h\mathbf d$ with $\mathbf d$ a unit vector. The two terms in (3) have equal size at

$$h_c=\frac{2k_BT\,|\mathbf g\cdot\mathbf d|}{|\mathbf d^TH\mathbf d|}.$$

Below $h_c$ the prefactor error is the larger; above it, the energy error is. For the window, $h_c=0.0042$ Å at 300 K and $0.0139$ Å at 1000 K. These values use the classical prefactor. At 300 K the stable modes have $\hbar\omega/k_BT\approx1.75$, so they are not classical. With the quantum harmonic factor $1/[2\sinh(\hbar\omega/2k_BT)]$ for each stable mode, the window slope becomes 1.49 Å$^{-1}$ and $h_c=0.0052$ Å at 300 K, while at 1000 K $h_c$ moves only to 0.0142 Å. The formula requires $\mathbf d^TH\mathbf d\ne0$ and an $h_c$ small enough for the expansions.

At $h=0.04$ Å and 1000 K, the energy contributes $11.80/86.2=0.137$ to the size of the rate error, against 0.048 from the prefactor. The second-order quantity is the larger. The signs also matter. A window that is too open raises both $\nu$ and the energy, so the errors partly cancel in the rate. A window that is too closed lowers $\nu$ and still raises the energy, so they add.

## Zero-point energy is not protected

Equation (1) concerns the potential energy. If the zero-point energy of the stable modes, $E_{\rm zp}=\frac\hbar2\sum_{i\ge2}\omega_i$, is added to the saddle energy, then $d\omega_i=d\lambda_i/2\omega_i$ gives

$$\frac{\partial E_{\rm zp}}{\partial r_k}=\frac\hbar4\sum_{i\ge2}\frac1{\omega_i}\sum_{ab}\frac{e_{ia}T_{abk}e_{ib}}{\sqrt{M_aM_b}} .$$

For degenerate stable modes the shifts are summed with equal weights, and that sum is again a trace.

For the window the slope is $-27.1$ meV/Å. At $h=0.01$ Å the zero-point change is $-0.27$ meV, against $+0.74$ meV for the potential energy. The two leading terms are equal in size at $h=2(0.0271)/14.875=0.0036$ Å. Below that, the error of the corrected saddle energy is mainly a first-order zero-point error. In a rate this term must not be added to (2). The quantum harmonic factor $1/[2\sinh(\hbar\omega/2k_BT)]$ tends to the classical $k_BT/\hbar\omega$ at high temperature and to $e^{-\hbar\omega/2k_BT}$ at low temperature, so the two slopes are limits of one and the same error.

## What projection does

Another recipe removes a unit direction $\mathbf n$, in mass-weighted coordinates, before computing the stable modes. In an orthonormal basis whose first vector is $\mathbf n$, the first diagonal element of $D^{-1}$ is the determinant of the remaining block divided by $\det D$. Hence

$$\det D_\perp=(\mathbf n^TD^{-1}\mathbf n)\det D .$$

Stay at the true saddle and tilt the direction: $\mathbf n=\mathbf e_1\cos\theta+\mathbf t\sin\theta$, with $\mathbf t$ a unit vector in the stable subspace. The cross term vanishes because $\mathbf e_1$ is an eigenvector. Dividing by $\prod_{i\ge2}\lambda_i=\det D/\lambda_1$,

$$\frac{\det D_\perp}{\prod_{i\ge2}\lambda_i}=1-\sin^2\theta\,\big(1+|\lambda_1|\,\mathbf t^TD^{-1}\mathbf t\big).$$

A direction error therefore enters $\ln\nu$ in second order. With $\mathbf t$ an equal mixture of the two stable modes, an error of 5° changes $\ln\nu$ by 0.0052. A position error still changes $D$ itself in first order.

Choosing the local gradient as $\mathbf n$ is different. With $\boldsymbol\eta=M^{1/2}\boldsymbol\delta$, the mass-weighted gradient near $\mathbf s$ is $D\boldsymbol\eta$, and the ratio tends to

$$\lambda_1\frac{\boldsymbol\eta^TD\boldsymbol\eta}{|D\boldsymbol\eta|^2}.$$

It equals one for a displacement along $\mathbf e_1$, but need not otherwise, however small $\boldsymbol\delta$ is. For a window displacement it is $-0.347$. The negative sign means that an unstable direction remains in the projected Hessian while stable motion has been removed. This is a zeroth-order error.

## The slope depends on the coordinates

At a point with a nonzero gradient, ordinary second derivatives depend on the coordinates. Let $q=q_s+u+cu^2$. The chain rule gives

$$V_{uu}=(1+2cu)^2V_{qq}+2cV_q,\qquad M_u=(1+2cu)^2M_q .$$

The mixed derivatives with $u$ acquire one factor $1+2cu$. These factors rescale Hessian and mass matrix together and leave the eigenvalues unchanged. What remains is the term $2cV_q$. For a displacement of the window alone, $V_q\simeq H_{qq}u$, so the effective change of $H_{qq}$ is $2cH_{qq}u$. By (2), the slope becomes

$$g_u=g_q-cH_{qq}W_{qq} .$$

For $c=1$ Å$^{-1}$ it falls from 1.201 to 0.204 Å$^{-1}$, and $c=1.205$ Å$^{-1}$ makes it zero. The slope along $x$ changes too, through $H_{xq}$, from 0.108 to 0.064 Å$^{-1}$, and does not vanish. At the true saddle $V_q=0$, so the prefactor there is the same for every $c$. The vector $\mathbf g$ thus describes the error of a stated recipe: the full Hessian in coordinates with constant masses. Finding the special $c$ requires third-derivative information, so it offers no free correction.

## One Newton step

The Hessian needed for the frequencies can also improve the geometry. Write $H_\delta$ for the Hessian at $\mathbf s+\boldsymbol\delta$, and $T\boldsymbol\delta\boldsymbol\delta$ for the vector $\sum_{bk}T_{abk}\delta_b\delta_k$. Then

$$\nabla V=H\boldsymbol\delta+\tfrac12T\boldsymbol\delta\boldsymbol\delta+O(\delta^3),\qquad H_\delta\boldsymbol\delta=H\boldsymbol\delta+T\boldsymbol\delta\boldsymbol\delta+O(\delta^3).$$

After the step $-H_\delta^{-1}\nabla V$, the remaining error is

$$\boldsymbol\delta'=H_\delta^{-1}(H_\delta\boldsymbol\delta-\nabla V)=\tfrac12H^{-1}T\boldsymbol\delta\boldsymbol\delta+O(\delta^3).$$

By (1) and (2), the new energy error is $O(\delta^4)$ and the new prefactor error $O(\delta^2)$, provided the Hessian is recomputed at the new point. For the window at $h=0.04$ Å, the energy error falls from 11.80 to 0.0019 meV, and $\delta\ln\nu$ from 0.0475 to $-0.0006$.

Without moving, one can correct the energy to $V-\frac12\nabla V^TH_\delta^{-1}\nabla V$. The subtraction removes the quadratic error and leaves one of third order, here $-0.10$ meV.

## Geometries from a cheaper surface

Let the cheap surface be $V+U$, with $U$ small. Its saddle satisfies $H\boldsymbol\delta+\nabla U\simeq0$, so $\boldsymbol\delta\simeq-H^{-1}\nabla U$ is first order in $U$. The cheap saddle energy is wrong by $U(\mathbf s)$, also first order. The good energy at the cheap geometry is wrong only by (1), which is second order.

In the model, let the cheap surface have $A$ too large by 5%. Its saddle is shifted by $(-0.0031,0,0.0082)$ Å. The good energy there is 0.47 meV too high, and the good Hessian gives

$$\delta\ln\nu\simeq0.108(-0.0031)+1.201(0.0082)=0.0095 .$$

The well moves too, mainly by $-0.0132$ Å along $x$, where $g_x^{\rm well}=1.355$ Å$^{-1}$. Its contribution is about $-0.018$, and the total prefactor error is $-0.0087$.

With cheap energies the barrier is wrong by 47.6 meV. With good energies at both cheap geometries it is wrong by 0.18 meV, partly because the errors at saddle and well subtract. At 1000 K this contributes $0.18/86.2=0.002$ to the size of the rate error, less than the 0.009 from the prefactor. Both are smaller than the 3% anharmonic error of the harmonic rate at this temperature. Cheap frequencies bring in another first-order term, since the second derivatives of $U$ enter the Hessian directly. Its sign is not fixed. Here it offsets part of the geometry error, and the total prefactor error becomes $-0.0071$.

These comparisons concern geometry errors within harmonic, classical rate theory. Tunnelling, recrossing and anharmonic motion are separate errors. The numerical output below gives the remaining digits and the observed orders.

## Numbers as computed

```
C, C_y, K = 1.0, 1.0, 10.0 eV/A^2; A = 2.0 eV; F = 0.2 eV/A
rho, w, b = 0.5, 0.8, 0.6 A; masses x,y,q = 16 16 30 u
saddle (x,y,q) = 0.0712 0.0000 0.2437 A
well (x,y,q) = -1.1103 0.0000 0.0525 A
barrier = 0.8620 eV = 1.3811 e-19 J
saddle: unstable frequency = 6.496 i THz
saddle: stable frequencies = 10.895 11.018 THz
well frequencies = 6.127 6.507 9.933 THz
prefactor nu = 3.2992 THz
flux integral/harmonic, kT=4 meV: 0.99849; 2 meV: 0.99924
same ratio extrapolated to kT=0: 1.00000
saddle Hessian diagonal (x,y,q) = -2.7480 7.7704 14.8747 eV/A^2
saddle Hessian H_xq = 0.5424 eV/A^2
g at saddle (x,y,q) = 0.1076 0.0000 1.2010 1/A
g at well (x,y,q) = 1.3554 0.0000 -1.2696 1/A
zero-point slope at saddle (x,y,q) = -2.427 0.000 -27.141 meV/A
Window error h: energy, ln nu and zero-point changes
 h=0.08 A: dE=46.7992 meV, dln nu=0.09394, dE_zp=-2.0633 meV
 h=0.04 A: dE=11.7978 meV, dln nu=0.04751, dE_zp=-1.0583 meV
 h=0.02 A: dE=2.9621 meV, dln nu=0.02389, dE_zp=-0.5359 meV
 h=0.01 A: dE=0.7421 meV, dln nu=0.01198, dE_zp=-0.2697 meV
h=0.04 A after one Newton step: dE=0.001859 meV, dln nu=-0.000597
h=0.04 A, energy corrected without moving: dE=-0.09977 meV
test direction (x,y,q) = 0.36 0.48 0.80
observed orders: energy 1.999, ln nu 1.000
orders after Newton step: energy 4.001, ln nu 1.999
order of corrected energy without moving: 2.998
symmetric hop F=0: g (x,y,q) = 0.0000 0.0000 1.2008 1/A
symmetric hop: order of ln nu for path error = 2.000
crossover 300 K: formula 0.00417 A, direct 0.00417 A
crossover 1000 K: formula 0.01392 A, direct 0.01390 A
window error for 1 meV: h = 0.01160 A, direct dE = 0.9975 meV
 there: dln nu = 0.01388, force = 0.1719 eV/A
projection, direction off by 5 deg: dln nu = 0.00516
projection: order in direction error = 2.001
gradient projection, determinant ratio: -0.3472, limit -0.3474
curved coordinate, c=1 /A: slope = 0.2042 1/A
curvature that removes the slope: c = 1.2049 1/A
cheap surface: A = 2.10 eV
cheap saddle shift (x,y,q) = -0.00311 0.00000 0.00820 A
cheap well shift (x,y,q) = -0.01316 0.00000 0.00014 A
good energy at cheap saddle: dE = 0.4720 meV, predicted 0.4725 meV
good Hessian at cheap saddle: dln nu = 0.00949, predicted 0.00951
both cheap geometries: dln nu = -0.00869, predicted -0.00851
barrier error, cheap energies: 47.638 meV
barrier error, good energies at cheap geometries: 0.1804 meV
```
